# Relativistic contraction of the tin 1s orbital and its outer shells: verification in Python

```python
"""Relativistic contraction of tin orbitals.

Result under test: for a one-electron ion of nuclear charge Z, the Dirac 1s
state has peak radius s/Z, harmonic radius s/Z and mean radius (2s+1)/(2Z),
where s = sqrt(1-(Z/c)^2). The nonrelativistic values are 1/Z, 1/Z, 3/(2Z).
A self-consistent tin atom then shows what happens with screening and in the
outer shells. Hartree atomic units; c = speed of light; kappa = Dirac angular
number (-1: s1/2, 1: p1/2, -2: p3/2, 2: d3/2, -3: d5/2).
Exchange-only LDA, spherical atom, point nucleus unless stated otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.optimize import fsolve, minimize_scalar
from pyscf import gto, dft

c = 1.0 / const.fine_structure
EV = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0]
PM = BOHR * 1e12
Z = 50

# Logarithmic radial grid; the trapezoid rule is very accurate on it.
x = np.linspace(np.log(1e-8), np.log(80.0), 800)
r = np.exp(x)
weight = r * (x[1] - x[0])


def make_channel(kappa, ratio=1.8, size_sp=44, size_d=32):
    """Gaussian large components and their kinetically balanced partners.

    The exponents form a geometric series. States with several nodes need a
    small ratio; the region near a point nucleus needs large exponents.
    """
    l = kappa if kappa > 0 else -kappa - 1
    exponents = 0.01 * ratio ** np.arange(size_sp if l < 2 else size_d)
    a = exponents[:, None]
    phi = r ** (l + 1) * np.exp(-a * r**2)
    phi /= np.sqrt((phi**2) @ weight)[:, None]
    dphi = ((l + 1 + kappa) / r - 2 * a * r) * phi
    chi = dphi / np.sqrt((dphi**2) @ weight)[:, None]
    return dict(phi=phi, dphi=dphi, chi=chi,
                S=(phi * weight) @ phi.T,
                T=0.5 * (dphi * weight) @ dphi.T,
                L=c * (dphi * weight) @ chi.T,
                X=(chi * weight) @ chi.T)


KAPPAS = (-1, 1, -2, 2, -3)
CHANNEL = {k: make_channel(k) for k in KAPPAS}
COARSE = {k: make_channel(k, 2.0, 38, 27) for k in KAPPAS}


def solve(kappa, V, relativistic, count, channels=CHANNEL):
    """Lowest electron states: energies, radial densities, auxiliary function.

    The auxiliary function is Q (Dirac) or (d/dr + kappa/r)P (Schroedinger).
    """
    b = channels[kappa]
    n = len(b["phi"])
    VL = (b["phi"] * (weight * V)) @ b["phi"].T
    if not relativistic:
        e, C = eigh(b["T"] + VL, b["S"])
        C = C[:, :count]
        return e[:count], (C.T @ b["phi"]) ** 2, C.T @ b["dphi"]
    VS = (b["chi"] * (weight * V)) @ b["chi"].T
    H = np.block([[VL, b["L"]], [b["L"].T, VS - 2 * c**2 * b["X"]]])
    zero = np.zeros((n, n))
    M = np.block([[b["S"], zero], [zero, b["X"]]])
    e, C = eigh(H, M)
    C = C[:, n:n + count]          # skip the n negative-energy states
    P, Q = C[:n].T @ b["phi"], C[n:].T @ b["chi"]
    return e[n:n + count], P**2 + Q**2, Q


def mean(f, density):
    return float(np.sum(weight * f * density))


def peak(density):
    i = int(np.argmax(density))
    part = slice(i - 8, i + 9)
    curve = CubicSpline(x[part], np.log(density[part]))
    best = minimize_scalar(lambda t: -curve(t), bounds=(x[i - 1], x[i + 1]),
                           method="bounded", options={"xatol": 1e-9})
    return float(np.exp(best.x))


def electron_potential(n, exchange):
    inner = CubicSpline(x, n * r).antiderivative()(x)
    outer = CubicSpline(x, n).antiderivative()(x)
    rho = n / (4 * np.pi * r**2)
    return (inner / r + outer[-1] - outer
            - exchange * np.cbrt(3 * rho / np.pi))


def scf(charge, occupation, relativistic, exchange=1.0, start=None):
    """Self-consistent spherical atom; returns potential and all states."""
    if start is None:
        screen = (1 + 0.9 * charge ** (1 / 3) * r) ** 2
        V = -(1 + (charge - 1) / screen) / r
    else:
        V = start.copy()
    for _ in range(200):
        states = {k: solve(k, V, relativistic, len(o))
                  for k, o in occupation.items()}
        n = sum(np.array(o) @ states[k][1] for k, o in occupation.items())
        change = -charge / r + electron_potential(n, exchange) - V
        # The limit stays above the rounding noise of the sharp functions.
        if np.max(np.abs(r * change)) < 1e-5:
            return V, states
        V = V + 0.4 * change
    raise AssertionError("self-consistency not reached: "
                         f"{np.max(np.abs(r * change)):.1e}")


# ---------- One-electron ion: numerical states against closed forms ----------
s = np.sqrt(1 - (Z / c) ** 2)
coulomb = -Z / r
e_nr, d_nr, dP = solve(-1, coulomb, False, 1)
e_re, d_re, _ = solve(-1, coulomb, True, 1)
d_nr, d_re = d_nr[0], d_re[0]
rms_momentum = np.sqrt(np.sum(weight * dP[0] ** 2))
assert abs(rms_momentum / Z - 1) < 1e-4

h_peak = 1 - peak(d_re) / peak(d_nr)
h_harm = 1 - mean(1 / r, d_nr) / mean(1 / r, d_re)
h_mean = 1 - mean(r, d_re) / mean(r, d_nr)
assert abs(h_peak - (1 - s)) < 5e-4
assert abs(h_harm - (1 - s)) < 2e-4
assert abs(h_mean - 2 * (1 - s) / 3) < 1e-4
assert abs(mean(r, d_re) * 2 * Z / (2 * s + 1) - 1) < 1e-4


def worst_coulomb_level(channels):
    """Largest relative error of 15 levels, with its kappa and n."""
    errors = []
    for kappa in KAPPAS:
        k = abs(kappa)
        l = kappa if kappa > 0 else k - 1
        energies = solve(kappa, coulomb, True, 3, channels)[0]
        for i, energy in enumerate(energies):
            n = l + 1 + i
            n_eff = n - k + np.sqrt(k**2 - (Z / c) ** 2)
            exact = c**2 * (1 / np.sqrt(1 + (Z / c / n_eff) ** 2) - 1)
            errors.append((float(abs(energy / exact - 1)), kappa, n))
    return max(errors)


worst_coarse = worst_coulomb_level(COARSE)
worst_level = worst_coulomb_level(CHANNEL)
assert worst_level[0] < 3e-5, (
    f"error, kappa, n: fine basis {worst_level}, coarse {worst_coarse}")


def orbit(u):
    """Scaled speed v/Z and radius Z*r of a relativistic circular orbit."""
    v, radius = u[0] * Z, u[1] / Z
    p = v / np.sqrt(1 - (v / c) ** 2)
    return [p * radius - 1, p * v * radius / Z - 1]


orbit_v, orbit_r = fsolve(orbit, [0.9, 0.9], xtol=1e-12)
assert abs(orbit_v - 1) < 1e-8 and abs(orbit_r - s) < 1e-8

# Finite nucleus: uniformly charged sphere, rough radius 1.2 fm * A^(1/3).
mass_number = 119
R = 1.2e-15 * mass_number ** (1 / 3) / BOHR
sphere = np.where(r < R, -Z * (3 - (r / R) ** 2) / (2 * R), coulomb)
e_fn, d_fn, _ = solve(-1, sphere, True, 1)
nuclear_shift = (e_fn[0] - e_re[0]) * EV
nuclear_radius_change = mean(r, d_fn[0]) / mean(r, d_re) - 1

# ---------- Self-consistent code against an independent 3D calculation -------
mg_occ = {-1: [2, 2, 2], 1: [2], -2: [4]}
_, mg = scf(12, mg_occ, False)
basis = gto.expand_etbs([(0, 26, 0.02, 2.0), (1, 17, 0.03, 2.0)])
mol = gto.M(atom="Mg 0 0 0", basis={"Mg": basis}, verbose=0)
mf = dft.RKS(mol)
mf.xc = "lda,"
mf.grids.atom_grid = {"Mg": (120, 194)}
mf.kernel()
assert mf.converged
own = np.array([mg[-1][0][0], mg[-1][0][1], mg[1][0][0], mg[-1][0][2]])
mg_error = np.max(np.abs(own - mf.mo_energy[[0, 1, 2, 5]]))
assert mg_error < 5e-4, f"Mg level difference {mg_error:.1e} hartree"

# ---------- Tin atom, open 5p shell averaged --------------------------------
occ = {-1: [2] * 5, 1: [2, 2, 2, 2 / 3], -2: [4, 4, 4, 4 / 3],
       2: [4, 4], -3: [6, 6]}
V_nr, nr = scf(Z, occ, False)
V_re, re = scf(Z, occ, True, start=V_nr)
direct = {k: solve(k, V_nr, True, len(o)) for k, o in occ.items()}
indirect = {k: solve(k, V_re, False, len(o)) for k, o in occ.items()}


def level(states, shell):
    """Energy and mean radius, averaged over j with weights 2j+1."""
    parts = {"1s": [(-1, 0, 1.0)], "5s": [(-1, 4, 1.0)],
             "5p": [(1, 3, 1 / 3), (-2, 3, 2 / 3)],
             "4d": [(2, 1, 0.4), (-3, 1, 0.6)]}[shell]
    energy = sum(w * states[k][0][i] for k, i, w in parts)
    radius = sum(w * mean(r, states[k][1][i]) for k, i, w in parts)
    return np.array([energy, radius])


a_peak = 1 - peak(re[-1][1][0]) / peak(nr[-1][1][0])
a_harm = 1 - mean(1 / r, nr[-1][1][0]) / mean(1 / r, re[-1][1][0])
naive_5s = 1 - np.sqrt(1 - (Z / 5 / c) ** 2)
p2_density = nr[-1][2][4] ** 2
p2_sum = CubicSpline(x, p2_density * r).antiderivative()(x)
charge_sum = CubicSpline(x, nr[-1][1][4] * r).antiderivative()(x)
p2_inside = np.interp(0.1, r, p2_sum) / p2_sum[-1]
charge_inside = np.interp(0.1, r, charge_sum) / charge_sum[-1]

# Half an electron removed from 4d estimates the removal energy.
half = dict(occ)
half[2], half[-3] = [4, 3.8], [6, 5.7]
_, ts_nr = scf(Z, half, False, start=V_nr)
_, ts_re = scf(Z, half, True, start=V_re)
remove_nr = -level(ts_nr, "4d")[0] * EV
remove_re = -level(ts_re, "4d")[0] * EV
photon = const.h * const.c / 13.5e-9 / const.e

# Oxidation state and exchange strength.
ion_occ = {-1: [2] * 4, 1: [2] * 3, -2: [4] * 3, 2: [4, 4], -3: [6, 6]}
_, ion = scf(Z, ion_occ, True, start=V_re)
ion_change = mean(r, ion[-1][1][0]) / mean(r, re[-1][1][0]) - 1
_, xn = scf(Z, occ, False, exchange=1.5, start=V_nr)
_, xr = scf(Z, occ, True, exchange=1.5, start=V_re)
magnetic_scale = (Z / c) ** 2 * 5 * Z / 8 * EV
qed_scale = (Z / c) ** 4 * c / np.pi * EV

# ---------- Report ----------------------------------------------------------
print(f"Z = {Z}, c = {c:.3f} a.u., Z/c = {Z/c:.4f}")
print(f"s = {s:.4f}, Lorentz factor 1/s = {1/s:.4f}")
print(f"Contraction 1-s = {100*(1-s):.2f} %")
print(f"Small-Z/c form (Z/c)^2/2 = {50*(Z/c)**2:.2f} %")
print(f"Ion 1s rms momentum, nonrel = {rms_momentum:.3f} a.u.")
print(f"Ion 1s peak radius: nonrel {peak(d_nr)*PM:.4f}, "
      f"Dirac {peak(d_re)*PM:.4f} pm")
print(f"Ion 1s mean radius: nonrel {mean(r,d_nr)*PM:.4f}, "
      f"Dirac {mean(r,d_re)*PM:.4f} pm")
print(f"Ion 1s contraction: peak {100*h_peak:.2f}, harmonic "
      f"{100*h_harm:.2f}, mean {100*h_mean:.2f} %")
print(f"Ion 1s energy: nonrel {e_nr[0]:.2f}, Dirac {e_re[0]:.2f} hartree")
print(f"Largest relative error of 15 Dirac levels = {worst_level[0]:.1e}")
print(f"Same with exponent ratio 2 = {worst_coarse[0]:.1e} "
      f"(kappa {worst_coarse[1]}, n {worst_coarse[2]})")
print(f"Mg level difference from pyscf = {mg_error:.1e} hartree")
print(f"Atom 1s contraction: peak {100*a_peak:.2f}, harmonic "
      f"{100*a_harm:.2f} %")
for shell in ("1s", "4d", "5s", "5p"):
    A, B = level(nr, shell), level(re, shell)
    print(f"Atom {shell} mean radius: nonrel {A[1]*PM:.3f}, Dirac "
          f"{B[1]*PM:.3f} pm; contraction {100*(1-B[1]/A[1]):.2f} %")
    print(f"Atom {shell} orbital energy: nonrel {A[0]*EV:.2f}, Dirac "
          f"{B[0]*EV:.2f} eV; shift {(B[0]-A[0])*EV:.2f} eV")
print(f"Naive 5s contraction from v=Z/5: {100*naive_5s:.2f} %")
print(f"5s inside 0.1 bohr: {100*charge_inside:.2f} % of charge, "
      f"{100*p2_inside:.1f} % of squared momentum")
for shell in ("5s", "4d"):
    A = level(nr, shell)
    D, I = level(direct, shell), level(indirect, shell)
    print(f"{shell} direct effect: radius {100*(D[1]/A[1]-1):+.2f} %, "
          f"energy {(D[0]-A[0])*EV:+.2f} eV")
    print(f"{shell} indirect effect: radius {100*(I[1]/A[1]-1):+.2f} %, "
          f"energy {(I[0]-A[0])*EV:+.2f} eV")
print(f"4d spin-orbit splitting = {(re[-3][0][1]-re[2][0][1])*EV:.2f} eV")
print(f"5p spin-orbit splitting = {(re[-2][0][3]-re[1][0][3])*EV:.2f} eV")
print(f"13.5 nm photon energy = {photon:.2f} eV")
print(f"4d removal energy: nonrel {remove_nr:.2f}, Dirac {remove_re:.2f} eV")
print(f"4d photoelectron energy: nonrel {photon-remove_nr:.2f}, "
      f"Dirac {photon-remove_re:.2f} eV")
print(f"Nuclear sphere radius (rough) = {R*BOHR*1e15:.1f} fm")
print(f"Finite nucleus, ion 1s: energy {nuclear_shift:+.2f} eV, "
      f"mean radius {100*nuclear_radius_change:+.4f} %")
print(f"Sn to Sn4+, 1s mean radius change = {100*ion_change:+.4f} %")
for shell in ("5s", "4d"):
    A, B = level(xn, shell), level(xr, shell)
    print(f"Exchange x1.5, {shell}: contraction {100*(1-B[1]/A[1]):.2f} %, "
          f"shift {(B[0]-A[0])*EV:.2f} eV")
print(f"Magnetic 1s-1s coupling scale = {magnetic_scale:.0f} eV")
print(f"QED 1s energy scale = {qed_scale:.0f} eV")

# ---------- Claims about the screened atom ----------------------------------
n5, r5 = level(nr, "5s"), level(re, "5s")
d5, i5 = level(direct, "5s"), level(indirect, "5s")
n4, r4, i4 = level(nr, "4d"), level(re, "4d"), level(indirect, "4d")
assert abs(a_peak - (1 - s)) < 0.005       # screening barely alters 1s
assert 1 - r5[1] / n5[1] > 3 * naive_5s    # outer-speed estimate fails
assert p2_inside > 5 * charge_inside       # fast motion is near the nucleus
assert d5[1] < n5[1] and abs(d5[1] - n5[1]) > abs(i5[1] - n5[1])
assert r4[0] > n4[0] and i4[0] > n4[0]     # 4d is raised by screening
assert abs(ion_change) < 1e-3              # 1s ignores the oxidation state
assert photon > remove_re and photon < -level(re, "1s")[0] * EV
print("checks complete")
```

Printed output:

```
Z = 50, c = 137.036 a.u., Z/c = 0.3649
s = 0.9311, Lorentz factor 1/s = 1.0740
Contraction 1-s = 6.89 %
Small-Z/c form (Z/c)^2/2 = 6.66 %
Ion 1s rms momentum, nonrel = 50.000 a.u.
Ion 1s peak radius: nonrel 1.0584, Dirac 0.9854 pm
Ion 1s mean radius: nonrel 1.5875, Dirac 1.5146 pm
Ion 1s contraction: peak 6.89, harmonic 6.89, mean 4.60 %
Ion 1s energy: nonrel -1250.00, Dirac -1294.63 hartree
Largest relative error of 15 Dirac levels = 9.0e-06
Same with exponent ratio 2 = 8.1e-05 (kappa -3, n 5)
Mg level difference from pyscf = 3.0e-06 hartree
Atom 1s contraction: peak 6.80, harmonic 6.80 %
Atom 1s mean radius: nonrel 1.611, Dirac 1.539 pm; contraction 4.50 %
Atom 1s orbital energy: nonrel -27936.99, Dirac -28958.42 eV; shift -1021.43 eV
Atom 4d mean radius: nonrel 57.833, Dirac 58.419 pm; contraction -1.01 %
Atom 4d orbital energy: nonrel -25.97, Dirac -24.53 eV; shift 1.44 eV
Atom 5s mean radius: nonrel 132.432, Dirac 127.088 pm; contraction 4.04 %
Atom 5s orbital energy: nonrel -9.00, Dirac -9.74 eV; shift -0.74 eV
Atom 5p mean radius: nonrel 176.490, Dirac 175.878 pm; contraction 0.35 %
Atom 5p orbital energy: nonrel -3.00, Dirac -2.95 eV; shift 0.05 eV
Naive 5s contraction from v=Z/5: 0.27 %
5s inside 0.1 bohr: 0.10 % of charge, 31.5 % of squared momentum
5s direct effect: radius -5.94 %, energy -1.43 eV
5s indirect effect: radius +2.11 %, energy +0.61 eV
4d direct effect: radius -1.39 %, energy -1.11 eV
4d indirect effect: radius +2.46 %, energy +2.48 eV
4d spin-orbit splitting = 1.05 eV
5p spin-orbit splitting = 0.44 eV
13.5 nm photon energy = 91.84 eV
4d removal energy: nonrel 32.70, Dirac 31.17 eV
4d photoelectron energy: nonrel 59.14, Dirac 60.67 eV
Nuclear sphere radius (rough) = 5.9 fm
Finite nucleus, ion 1s: energy +1.89 eV, mean radius +0.0057 %
Sn to Sn4+, 1s mean radius change = -0.0006 %
Exchange x1.5, 5s: contraction 3.87 %, shift -0.86 eV
Exchange x1.5, 4d: contraction -0.92 %, shift 1.63 eV
Magnetic 1s-1s coupling scale = 113 eV
QED 1s energy scale = 21 eV
checks complete
```
